# Floor potential of an insulating trench under directional ions and scattered electrons

## Question

A plasma sends equal fluxes of singly charged positive ions and electrons into the mouth of a long, insulating trench. The ions enter vertically, with kinetic energies $E$ at the mouth spread uniformly from $E_1=20$ eV to $E_2=60$ eV. The floor absorbs a fraction $f=0.30$ of the entering electrons; this is the fraction once the floor has reached its final potential.

The floor potential $V$ is measured from the mouth, and the potential depends only on depth, rising steadily from mouth to floor. Collisions and leakage are neglected. Absorption is net: an electron that strikes the floor and escapes again is not counted in $f$. The algebra uses atomic units, with $e=1$, so an ion climbing through 1 V loses 1 eV.

**(a)** Find the sign of the floor charge and the fraction $g(V)$ of entering ions that land.

**(b)** Find the potential at which the floor current vanishes.

**(c)** Show that this potential is stable, and estimate the charging time.

**(d)** How much ion energy still reaches the floor?

**(e)** A positive floor attracts electrons. What is the balance if 0.30 is instead the fraction for the uncharged trench?

**(f)** How do a two-peaked energy distribution and a sideways ion motion change the result?

**(g)** Judge the model for a narrow trench in a dielectric film.

## Model answers

### (a) Which ions land

On the uncharged floor all the vertical ions land, but fewer than all the electrons do. The floor therefore charges positively.

At depth $z$, where the potential is $\phi(z)$, an ion has kinetic energy $E-\phi(z)$. Since $\phi$ rises steadily to $V$, the floor is the highest point of the barrier. An ion lands if $E>V$ and turns back if $E<V$, whatever the shape of the rise. For a uniform distribution, the fraction above $V$ is a ratio of lengths on the energy axis:

$$
g(V)=\begin{cases}1, & V\le E_1,\\[2pt] \dfrac{E_2-V}{E_2-E_1}, & E_1<V<E_2,\\[6pt] 0, & V\ge E_2.\end{cases}
$$

### (b) The balance

The entering fluxes are equal, so zero floor current requires $g(V)=f$. For $0<f<1$ the solution lies on the sloping part of $g$:

$$
\frac{E_2-V}{E_2-E_1}=f
\quad\Longrightarrow\quad
V_*=E_2-f(E_2-E_1).
$$

With the given numbers,

$$
V_*=60-0.30\times40=48\ \mathrm{V}.
$$

The barrier for an ion is 48 eV, or 1.764 hartree. The landing ions are the fastest 30 percent. Counting 30 percent up from the slow end would give 32 V, at which 70 percent of the ions land and the floor still charges positively.

As $f\to0$, $V_*\to E_2$: nearly all ions must be repelled. As $f\to1$, $V_*\to E_1$. For a very narrow energy distribution, $V_*$ approaches the common ion energy and hardly depends on $f$. Here, raising $f$ by 0.01 lowers $V_*$ by 0.40 V.

### (c) Stability and time scale

Let $J$ be the entering ion current density and $C$ a constant effective capacitance per floor area. With $f$ held fixed,

$$
C\frac{dV}{dt}=J\,[g(V)-f].
$$

Below $E_1$, $g=1$, so $V$ rises linearly from zero and reaches $E_1$ at

$$
t_1=\frac{C E_1}{J(1-f)}.
$$

Between $E_1$ and $E_2$, substituting $f=(E_2-V_*)/(E_2-E_1)$ gives

$$
g-f=\frac{(E_2-V)-(E_2-V_*)}{E_2-E_1}=\frac{V_*-V}{E_2-E_1}.
$$

Hence

$$
\frac{dV}{dt}=\frac{V_*-V}{\tau},\qquad
\tau=\frac{C(E_2-E_1)}{J},
$$

$$
V(t)=V_*-(V_*-E_1)e^{-(t-t_1)/\tau}.
$$

The current is positive below $V_*$ and negative above it, so a displacement of either sign decays.

For an estimate, take a depth $d=200$ nm, $J=1$ mA/cm² and $C\approx\varepsilon_0/d=4.42$ nF/cm². This parallel-plate capacitance counts only the field running straight from floor to mouth, so it gives lower estimates of the times. In practical units,

$$
t_1=\frac{4.42\times10^{-9}\times20}{10^{-3}\times0.70}\ \mathrm{s}\approx0.13\ \mathrm{ms},
$$

$$
\tau=\frac{4.42\times10^{-9}\times40}{10^{-3}}\ \mathrm{s}\approx0.18\ \mathrm{ms}.
$$

In a narrow trench the field also spreads sideways, which the depth-only potential used for the particle paths ignores. For a long floor strip of width $w=50$ nm facing an equipotential plane at the mouth, in vacuum, $C\approx2\pi\varepsilon_0/[w\ln(8d/w)]\approx32$ nF/cm². Both times then grow about sevenfold, to 0.9 and 1.3 ms, and the surrounding dielectric lengthens them further. This holds for one isolated trench. In a dense array of pitch $p$ the sideways spreading is limited to one pitch, so $C\approx\varepsilon_0 p/(wd)$, about 9 nF/cm² for $p=2w$, and $\tau\approx0.35$ ms in vacuum. The charging time therefore lies between a few tenths of a millisecond and a millisecond or more, depending on the neighbours and the dielectric.

### (d) Energy at the floor

An ion that lands has lost $V_*$, so impact energies are uniform from 0 to $E_2-V_*=12$ eV, with mean 6 eV. The energy delivered per entering ion is

$$
f\,\frac{E_2-V_*}{2}=\frac{f^2(E_2-E_1)}{2}
=0.30\times6=1.8\ \mathrm{eV}.
$$

Without charging it would be $(E_1+E_2)/2=40$ eV. The floor thus receives 4.5 percent of its uncharged ion energy: fewer ions land, and each arrives slowly. If an etching reaction needs more than 12 eV per ion, it stops at the floor in this model.

### (e) Electrons drawn in by the floor

Let the trench have width $w$ and aspect ratio $A=d/w$. Take Maxwellian electrons of temperature $T$ (in energy units), absorbing walls and floor, and a uniform vertical field.

An electron with vertical entry energy $E_z$ has vertical speeds $\sqrt{2E_z}$ at the mouth and $\sqrt{2(E_z+V)}$ at the floor. Under constant acceleration its mean speed is half their sum, so the transit time is

$$
t=\frac{2d}{\sqrt{2E_z}+\sqrt{2(E_z+V)}}.
$$

The rms velocity across the trench is $\sqrt T$. The rms sideways travel divided by $w$ is therefore

$$
k=\frac{\sqrt T\,t}{w}
=\frac{2A\sqrt{T/2}}{\sqrt{E_z}+\sqrt{E_z+V}}.
$$

For a sideways displacement $s$, a uniformly distributed entry point leads to the floor with probability $1-|s|/w$, or zero if $|s|>w$. Writing $|s|/w=kq$, with $q$ the magnitude of a standard Gaussian variable, the average is

$$
p(k)=\sqrt{\frac2\pi}\int_0^{1/k}(1-kq)e^{-q^2/2}\,dq
$$

$$
=\operatorname{erf}\!\left(\frac1{k\sqrt2}\right)
-k\sqrt{\frac2\pi}\left(1-e^{-1/(2k^2)}\right).
$$

The flux through the mouth carries the weight $v_z e^{-v_z^2/(2T)}dv_z=e^{-E_z/T}dE_z$. After normalization,

$$
f(V)=\int_0^\infty p(k)\,e^{-E_z/T}\,\frac{dE_z}{T}.
$$

Raising $V$ shortens every transit and reduces $k$, which raises $p$. Thus $f(V)$ increases while $g(V)$ does not, and their crossing is unique.

At $V=0$ the paths are straight. In the plane across the trench, the flux has angular weight $\tfrac12\cos\theta$, and the sideways travel is $d\tan|\theta|$. With $\tan\theta_m=1/A$,

$$
f(0)=\int_0^{\theta_m}\cos\theta\,(1-A\tan\theta)\,d\theta
=\sin\theta_m-A(1-\cos\theta_m).
$$

Since $\sin\theta_m=1/\sqrt{1+A^2}$ and $\cos\theta_m=A/\sqrt{1+A^2}$,

$$
f(0)=\frac{1+A^2}{\sqrt{1+A^2}}-A=\sqrt{1+A^2}-A.
$$

For $T=4$ eV, the integral gives $f(48\ \mathrm V)=0.30$ at $A=4.00$. The same trench uncharged has $f(0)=0.123$. This geometry is consistent with the question as posed.

If instead $f(0)=0.30$, squaring $\sqrt{1+A^2}=A+f(0)$ gives

$$
A=\frac{1-f(0)^2}{2f(0)}=\frac{0.91}{0.60}=1.517.
$$

Solving $g(V)=f(V)$ numerically for this shallower trench gives $V=36.6$ V, where the electron fraction has grown to 0.586. The stage at which the 30 percent is defined therefore matters by more than 11 V in this field model.

### (f) Other ion distributions

For a general continuous distribution of vertical ions, balance still requires a fraction $f$ to have $E>V_*$. Take $E=40+20\cos\theta$ in eV, with $\theta$ uniform over a cycle. This distribution is peaked near 20 and 60 eV. Energies above $V_*$ correspond to $|\theta|<\theta_0$, a fraction $\theta_0/\pi=f$ of the cycle. Hence

$$
V_*=40+20\cos(0.30\pi)=51.8\ \mathrm V.
$$

For sideways ion motion, return to the uniform distribution. The formula for $k$ applies with $V\to-V$ and $E_z\to E$; the mass cancels because slower sideways motion is offset by a longer transit. Take a lateral ion temperature of 0.05 eV and $A=4.00$. An ion with $E=54$ eV, at the middle of the landing range for $V=48$ V, has

$$
k=\frac{8\sqrt{0.025}}{\sqrt{54}+\sqrt6}\approx0.13,
\qquad p\approx1-k\sqrt{2/\pi}\approx0.90.
$$

About a tenth of the ions able to climb the barrier are lost to the walls. Integration over energy gives a landing fraction of 0.268 at 48 V. With $f$ fixed at 0.30, balance moves to 46.6 V.

### (g) A narrow dielectric trench

The example has $w=50$ nm and $d=200$ nm. With the ion energies above, $T=4$ eV, $J=1$ mA/cm² and a gas pressure of 10 mTorr, it represents low-energy etching in a low-pressure, radio-frequency-biased plasma. These are rough values for that regime, not data for one reactor. Etching of deep dielectric trenches commonly uses ions of hundreds of eV, to which these numbers do not apply.

**Gas and bias frequency.** For a gas at 300 K and a collision cross section of 0.5 nm², the mean free path $1/(n\sigma)$ is about 6 mm, far longer than the trench. At 13.56 MHz, even a full period of uncompensated ion current changes $V$ by less than about 0.02 V, using the capacitance from (c). A time-averaged balance is therefore reasonable.

**Field and tunnelling.** The average field is $48\ \mathrm V/200\ \mathrm{nm}=2.4$ MV/cm, below a rough breakdown strength of 10 MV/cm for a good dielectric. The field is stronger near the floor, however. With the strip capacitance from (c), and the field shared equally above and below the floor, its mean value there is $CV/(2\varepsilon_0)\approx9$ MV/cm. This is close to breakdown, so an isolated trench may not hold 48 V. In an array of pitch $2w$ the field is not shared equally and is only about 3.5 MV/cm above the floor. For a triangular barrier of height $B$ in a field $F$, the tunnelling exponent is

$$
2\int_0^{B/F}\!\sqrt{2(B-Fx)}\,dx=\frac{4\sqrt2\,B^{3/2}}{3F}.
$$

With $B=3$ eV and the free electron mass, the transmission is about $10^{-64}$ at the average field and about $10^{-18}$ at the mean floor field. The exponent scales as the square root of the mass, and tunnelling masses in oxides are roughly 0.4 to 0.5. The transmission at the average field stays below $10^{-40}$, which is negligible. At the mean floor field of the isolated strip it rises to about $10^{-12}$. If a conductor supplies electrons at that field, the Fowler–Nordheim current is then about 0.02 mA/cm² for mass 0.5 and 0.3 mA/cm² for mass 0.42, against a floor current $fJ=0.3$ mA/cm². Tunnelling, conduction through defects and breakdown near the floor are therefore not excluded.

**Wall leakage.** Two walls of sheet resistance $R$ carry a current $2V/(Rd)$ per trench length. Setting this equal to one tenth of the floor ion current $fJw$ gives

$$
R=\frac{2V}{0.10\,fJwd}\approx3\times10^{16}\ \Omega\text{ per square}.
$$

A lower wall resistance makes leakage a larger part of the balance, and the floor potential falls.

**Discrete charge.** One elementary charge spread evenly over an isolated 50 nm by 50 nm patch raises its mean potential by $\delta\approx2.97\,e/(4\pi\varepsilon_0w)\approx0.09$ V in vacuum, and by less beside a dielectric. (The parallel-plate values in the output, 33 charges and 1.45 V per charge, omit the sideways field and do not apply to a single patch.) Charges arrive at random, however. If the patch charges independently of its neighbours, the balance between random arrivals and relaxation gives an rms fluctuation $\sqrt{f(E_2-E_1)\,\delta}\approx1$ V, with energies in eV and $\delta$ in volts. The 48 V is an average about which the local potential fluctuates.

**Wall charging.** The assumption most in doubt is that the walls can be left out. In the absorbing-wall model, 70 percent of the electrons strike the walls, while repelled ions, in a purely vertical field, retrace their paths and leave. The floor is balanced but the walls are not: they continue to charge negatively. Nor is this a slow correction. With $f$ fixed, by the time $t_1+\tau$ the walls have gathered about 1.3 times as much charge as the floor, of the opposite sign. The sideways field of the charged floor also pushes off-centre ions towards the walls, so that fewer land than $g(V)$ gives. The effect is large. In the vacuum field of the isolated strip of (c) at 48 V, with no wall charge, only about 0.18 of the ions land, against about 0.31 of the electrons, and about three quarters of the ions strike the walls. The floor balance then lies between 35 and 48 V, and the purely negative wall charge above belongs to the vertical-field model only. A real trench therefore departs from this model while the floor is still charging. A full steady state needs fields that bring enough ions to the walls or keep electrons away from them. Its floor potential requires a joint solution of the particle paths and the electrostatics; the present model does not fix the size of that shift. The 48 V result is the floor balance for the stated electron fraction and for ions that stay vertical all the way down.

The numerical output below lists the values used here, except the estimates for the floor strip and the trench array, the oxide tunnelling mass, the particle paths in the strip field, the single patch and the wall charge.

## Computed results

```
Lowest ion energy: 20 eV
Highest ion energy: 60 eV
Electron fraction at charged floor: 0.30
Balancing potential: 48.00 V
Barrier for an ion at balance: 1.7640 hartree
Balance from trajectories, linear: 47.97 V
Balance from trajectories, curved: 47.97 V
Ion fraction landing at balance: 0.300
Wrong-end potential: 32.0 V
Ion fraction landing there: 0.700
Shift for +0.01 in electron fraction: -0.40 V
Largest impact energy: 12.00 eV
Mean impact energy: 6.00 eV
Mean impact energy, trajectories: 5.98 eV
Energy per entering ion, charged: 1.80 eV
Energy per entering ion, uncharged: 40.0 eV
Charged/uncharged energy ratio: 0.045
Rise: V one tau after reaching E1: 37.70 V
Fall: V one tau after starting at E2: 52.41 V
Balance, two-peaked ion energies: 51.76 V
Electron temperature (rough): 4.0 eV
Trench width (round): 50 nm
Trench aspect ratio: 4.00
Trench depth: 200 nm
Electron fraction, same trench uncharged: 0.123
Electron fraction at V, sampled: 0.300
Alternative aspect ratio (0.30 uncharged): 1.517
Alternative balancing potential: 36.6 V
Alternative charged electron fraction: 0.586
Lateral ion temperature (rough): 0.05 eV
Ion fraction at V with spread: 0.268
Balance with ion spread, f fixed: 46.59 V
Entering current density (rough): 1.0 mA/cm2
Capacitance estimate: 4.42 nF/cm2
Time to reach E1: 0.126 ms
Exponential charging time tau: 0.177 ms
Radio frequency: 13.56 MHz
Upper estimate of ripple: 0.017 V
Elementary charges per width-squared patch: 33
Potential step per charge on patch: 1.45 V
Average field along wall: 2.40 MV/cm
Breakdown strength (rough): 10 MV/cm
Tunnelling barrier (round): 3.0 eV
log10 tunnelling transmission: -64.3
Gas pressure (rough): 10 mTorr
Gas temperature (round): 300 K
Collision cross section (rough): 0.5 nm2
Gas mean free path: 6.2 mm
Leakage share of floor ion current: 0.10
Wall sheet resistance for it: 3.20e+16 ohm/square
```
